# Cancellation of Breit–Pauli divergences at order α⁴ for the hydrogen 1s level, part 2

The 1s Dirac energy of an electron bound to a fixed, spinless nucleus of charge \(Z\) is expanded in \(t=\alpha^2\), in atomic units with \(c=1/\alpha\). The nuclear charge is smeared into \(\rho(r)=\epsilon^{-3}\rho_1(r/\epsilon)\), with \(\rho_1\ge0\) spherical, smooth with bounded derivatives, and of unit integral. Its potential \(V\) is bounded and smooth, and \(\epsilon\to0\) is taken after the expansion. With \(q_1(x)=4\pi\int_0^x\rho_1y^2dy\), \(1-q_1(x)\le Cx^{-2}\) and \(V'=Zq_1(r/\epsilon)/r^2\).

\(H_0=p^2/2+V\) has the real, normalized ground state \(\phi\) with energy \(E\), and \(\langle A\rangle=\langle\phi|A|\phi\rangle\). Define
\[ U=E-V,\quad W=\nabla^2V=4\pi Z\rho,\quad G=(\nabla V)^2,\quad T=\int U^2(\nabla\phi)^2d^3r, \]
\[ \chi=-\tfrac12U^2\phi-\tfrac14\nabla V\cdot\nabla\phi,\qquad J=\iint\frac{\rho(r)\rho(r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r', \]
\(Q=1-|\phi\rangle\langle\phi|\) and \(R'=Q(E-H_0)^{-1}Q\). Thus \(p^2\phi=2U\phi\) and \(J\propto1/\epsilon\).

Writing the small component as \(\psi_S=X\psi_L\) gives \(h\psi_L=\mathcal E\psi_L\) for the large one. With \(S=1+X^\dagger X\), the Hermitian form is \(H=S^{1/2}hS^{-1/2}=H_0+tH_4+t^2H_6+\dots\), where
\[ H_4=-\tfrac18p^4+\tfrac18D,\qquad H_6=\tfrac1{16}p^6-\tfrac3{64}\{p^2,D\}+\tfrac1{128}[p^2,[p^2,V]]. \tag{4}\]
Here \(D=W+2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\), which acts as \(W\) on s waves.

**Lemma 1** (in part). For \(\psi_L=g(r)\xi\), \(\xi\) a constant spinor, the Dirac equation is
\[ g'=[2+t(\mathcal E-V)]\,q,\qquad (r^2q)'=-(\mathcal E-V)\,g\,r^2, \tag{2}\]
with kinetic factor \(1/[2+t(\mathcal E-V)]\). For \(V=-Z/r\), \(g=r^{\gamma-1}e^{-Zr}\), \(\gamma^2=1-tZ^2\), \(\mathcal E=(\gamma-1)/t\), and
\[ \mathcal E=-\tfrac12Z^2-\tfrac18tZ^4-\tfrac1{16}t^2Z^6-\tfrac5{128}t^3Z^8-\dots \tag{3}\]

**Lemma 5.** \(\langle H_6\rangle=\tfrac1{32}\langle G\rangle+\tfrac18\langle U^3\rangle+\tfrac3{16}T\).

Its proof gave
\[ \langle Up^2U\rangle=2\langle U^3\rangle+\langle G\rangle,\qquad \langle p^6\rangle=8\langle U^3\rangle+4\langle G\rangle. \tag{5}\]
\[ \langle\nabla^2U^2\rangle=\int U^2\nabla^2\phi^2\,d^3r=-4\langle U^3\rangle+2T, \tag{6}\]

The level is \(\mathcal E=E+tE_4+t^2E_6+\dots\), with \(E_4=\langle H_4\rangle\) and \(E_6=\langle H_6\rangle+\langle H_4R'H_4\rangle\). It remains to prove the theorem's three parts:

(a) At every \(\epsilon>0\),
\[ E_6=\tfrac18T-\tfrac12E_4\langle U\rangle+\langle\chi|R'|\chi\rangle . \]
(b) As \(\epsilon\to0\), \(\langle H_6\rangle=\tfrac18Z^5J-\tfrac14Z^6\ln Z\epsilon+O(1)\), and \(\langle H_4R'H_4\rangle\) has the opposite divergent terms.

(c) \(E_6\to-Z^6/16\), which is the \(\alpha^4\) coefficient of the Dirac energy of a point nucleus.

### The second-order term

**Lemma 6.** \(E_4=\langle\phi|\chi\rangle\), and
\[ \langle H_4R'H_4\rangle=-\tfrac1{32}\langle G\rangle-\tfrac18\langle U^3\rangle-\tfrac1{16}T-\tfrac12E_4\langle U\rangle+\langle\chi|R'|\chi\rangle . \]

*Proof.* Let \(u=U\phi\). Since \(p^2=2(H_0-E)+2U\), \(p^4\phi=2p^2u=4(H_0-E)u+4U^2\phi\). For the Darwin term, \((H_0-E)u=\tfrac12[p^2,U]\phi=\tfrac12W\phi+\nabla V\cdot\nabla\phi\), so \(W\phi=2(H_0-E)u-2\nabla V\cdot\nabla\phi\). Hence
\[ H_4\phi=\left(-\tfrac12+\tfrac14\right)(H_0-E)u-\tfrac12U^2\phi-\tfrac14\nabla V\cdot\nabla\phi=-\tfrac14(H_0-E)u+\chi . \]
Projection on \(\phi\) removes the first term and gives \(E_4\). With \(R'(H_0-E)=-Q\) and \((H_0-E)Q=H_0-E\),
\[ \langle H_4R'H_4\rangle=-\tfrac1{16}\langle u|H_0-E|u\rangle+\tfrac12\langle\chi|Q|u\rangle+\langle\chi|R'|\chi\rangle, \]
where the two equal cross terms, each \((-\tfrac14)(-1)\langle\chi|Q|u\rangle\), have been added. By \(H_0-E=\tfrac12p^2-U\) and (5), \(\langle u|H_0-E|u\rangle=\langle U^3\rangle+\tfrac12\langle G\rangle-\langle U^3\rangle=\tfrac12\langle G\rangle\). Next, \(\langle\chi|Q|u\rangle=\langle\chi|u\rangle-E_4\langle U\rangle\). Because \(U\nabla V=-\tfrac12\nabla U^2\) and \(\phi\nabla\phi=\tfrac12\nabla\phi^2\), one integration by parts and (6) give \(\int U\phi\,\nabla V\cdot\nabla\phi\,d^3r=\tfrac14\int U^2\nabla^2\phi^2d^3r=-\langle U^3\rangle+\tfrac12T\). Therefore \(\langle\chi|u\rangle=-\tfrac12\langle U^3\rangle+\tfrac14\langle U^3\rangle-\tfrac18T=-\tfrac14\langle U^3\rangle-\tfrac18T\). Collecting the terms gives the statement. ∎

*Proof of part (a).* Add Lemmas 5 and 6. The terms in \(\langle G\rangle\) and in \(\langle U^3\rangle\) cancel as whole integrals, before any limit, and \(\tfrac3{16}T-\tfrac1{16}T=\tfrac18T\). ∎

*Remark on the origin of the divergences.* The first-order wave function is \(\phi_1=R'H_4\phi=\tfrac14QU\phi+R'\chi\). The decoupled wave function is \(S^{1/2}\psi_L\) with \(S^{1/2}=1+tp^2/8+\dots\), and \(p^2\phi/8=U\phi/4\). The piece of \(\phi_1\) that grows like \(Z/(4r)\) is thus produced by the normalization factor of the decoupling and is absent from the first-order large component, \(R'\chi-\tfrac14\langle U\rangle\phi\). Part (a) can indeed be read off the radial Dirac form, whose kinetic factor is \(\tfrac12-\tfrac14t(\mathcal E-V)+\tfrac18t^2(\mathcal E-V)^2-\dots\). With \(\mathcal E-V=U+tE_4+\dots\), the order-\(t\) perturbation applied to \(\phi\) is \(\tfrac14\nabla\cdot(U\nabla\phi)=\chi\), and the order-\(t^2\) perturbation has the expectation value \(\tfrac18T-\tfrac14E_4\langle p^2\rangle=\tfrac18T-\tfrac12E_4\langle U\rangle\). At this order and for this state the divergences belong to the particular representation \(H=S^{1/2}hS^{-1/2}\), not to every energy-independent Hermitian one. Take \(e^{tA}He^{-tA}\) with the anti-Hermitian \(A=\mathbf f\cdot\nabla+\tfrac12\nabla\cdot\mathbf f\), \(\mathbf f=f(r)\hat{\mathbf r}\), \(r^2f=\tfrac12\int_0^rVs^2ds\), so that \(\nabla\cdot\mathbf f=V/2\). Then \(H_4\) becomes \(H_4+[A,H_0]\), and since \([A,H_0]\phi=-(H_0-E)A\phi\) with \(A\phi=f\phi'+\tfrac14V\phi\), it maps \(\phi\) to \(-(H_0-E)(\tfrac14E\phi+f\phi')+\chi\). For the point nucleus \(f=-Z/4\) and the bracket is \(\tfrac18Z^2\phi\), so only \(\chi\) remains: the second-order part is \(\langle\chi|R'|\chi\rangle\), and with the values found in the proof of part (c) the two parts are \(-\tfrac14Z^6\) and \(\tfrac3{16}Z^6\), both finite.

### Control of the wave function

A subscript 0 marks the point nucleus: \(V_0=-Z/r\), \(E_0=-Z^2/2\), \(\phi_0^2=(Z^3/\pi)e^{-2Zr}\). Let \(\|f\|_1^2=\|f\|^2+\|\nabla f\|^2\). All functions are radial, and \(C\), \(c\) denote constants independent of \(\epsilon\).

**Lemma 7.** As \(\epsilon\to0\): \(E\to E_0\); \(\|\phi-\phi_0\|_1\le C\epsilon^{3/2}\); \(|\phi|\le C\); for \(r\le1\), \(|\phi'|\le C\) and \(\phi'\to\phi_0'\) at each \(r>0\); and \(|\phi-\phi_0|\le C\epsilon\min(1,\sqrt{\epsilon/r})\).

*Proof.* Two inequalities follow from the Cauchy–Schwarz inequality. From \(f(r)=-\int_r^\infty(sf')s^{-1}ds\), \(|f(r)|\le\|\nabla f\|/\sqrt{4\pi r}\). From \(\int f^2dr=-2\int f\,(rf')\,dr\), Hardy's inequality \(\|f/r\|\le2\|\nabla f\|\).

The difference \(\delta V=V-V_0=Z\int_r^\infty(1-q_1)s^{-2}ds\) obeys \(0\le\delta V\le C\min(1/r,\epsilon^2/r^3)\). The variational principle gives \(0\le E-E_0\le\langle\phi_0|\delta V|\phi_0\rangle\le C\epsilon^2\ln(1/\epsilon)\). Let \(K=p^2/2+V_0-E_0\) and \(A_0=K+|\phi_0\rangle\langle\phi_0|\). The hydrogen gap gives \(A_0\ge\min(1,3Z^2/8)\). The ground state for mass 2 gives \(p^2/4-Z/r\ge-Z^2\), so \(A_0\ge p^2/4-Z^2/2\). A convex combination with small weight on the second bound gives \(\langle f|A_0|f\rangle\ge c\|f\|_1^2\).

Write \(\phi=a\phi_0+\eta\), \(a\ge0\), \(\eta\perp\phi_0\). Then \(c\|\eta\|_1^2\le\langle\phi|K|\phi\rangle\le E-E_0\), so \(\|\nabla\phi\|\le C\) and \(|\phi|\le Cr^{-1/2}\). The radial equation integrates to \(r^2\phi'=-2\int_0^rU\phi s^2ds\) with \(|U|\le C/s\) for \(s\le1\). It gives \(|\phi'|\le Cr^{-1/2}\), which is integrable, so \(|\phi|\le C\); a second pass gives \(|\phi'|\le C\). Since \(\phi\to\phi_0\) pointwise, dominated convergence in the same integral gives \(\phi'\to\phi_0'\). To sharpen the rate, pair \(K\eta=K\phi=(E-E_0-\delta V)\phi\) with \(\eta\) and use Hardy's inequality: \(c\|\eta\|_1^2\le(E-E_0)\|\eta\|+2\|r\,\delta V\phi\|\,\|\nabla\eta\|\). Since \(\int r^4\delta V^2dr\le C\epsilon^3\), \(\|\eta\|_1\le C\epsilon^{3/2}\), and \(1-a^2=\|\eta\|^2\le C\epsilon^3\). The pointwise inequality gives the last bound for \(r\ge\epsilon\), and the bounded derivative extends it to \(r<\epsilon\). ∎

### Size of the divergences

**Lemma 8.** \(\langle G\rangle=4Z^5J+8Z^6\ln Z\epsilon+O(1)\) and \(\langle U^3\rangle=-4Z^6\ln Z\epsilon+O(1)\).

*Proof.* Green's identity gives \(\int Gd^3r=-\int VW\,d^3r=4\pi Z^2J\), that is \(\int_0^\infty Gr^2dr=Z^2J\). Replacing \(\phi^2\) by \(\phi_0^2\) in \(\langle G\rangle\) costs at most \(C\epsilon J\) from \(r<\epsilon\) and \(C\epsilon^{3/2}\int_\epsilon^\infty r^{-5/2}dr\) from \(r>\epsilon\), both \(O(1)\), by Lemma 7 and \(Gr^2\le Z^2/r^2\). What remains is
\[ 4Z^3\int_0^\infty Gr^2dr+4Z^5\int_0^\infty q_1^2\,\frac{e^{-2Zr}-1}{r^2}\,dr . \]
The first term is \(4Z^5J\). In the second, \(|e^{-2Zr}-1|\le2Zr\). The region \(r<\epsilon\) gives \(O(1)\) because \(q_1\le C(r/\epsilon)^3\), and setting \(q_1=1\) for \(r>\epsilon\) costs \(C\epsilon^2\int_\epsilon^\infty r^{-3}dr=O(1)\). With \(y=Zr\), \(\int_{Z\epsilon}^\infty(e^{-2y}-1)y^{-2}dy=-2\int_{Z\epsilon}^1dy/y+O(1)=2\ln Z\epsilon+O(1)\), which yields \(8Z^6\ln Z\epsilon\).

In \(U^3=(E-V)^3\) the terms with a factor \(E\) are \(O(1)\), since \(V^2r^2\le Z^2\). In \(\langle(-V)^3\rangle\) the region \(r<\epsilon\) is \(O(1)\) because \(|V|\le C/\epsilon\). For \(r>\epsilon\), replacing \(V\) by \(V_0\) costs \(C\epsilon^2\int_\epsilon^\infty r^{-3}dr\) and replacing \(\phi\) by \(\phi_0\) costs \(C\epsilon^{3/2}\int_\epsilon^\infty r^{-3/2}dr\). The remainder is \(4Z^6\int_\epsilon^\infty e^{-2Zr}dr/r=-4Z^6\ln Z\epsilon+O(1)\). ∎

*Proof of part (b).* By Lemmas 5 and 8 the power divergence of \(\langle H_6\rangle\) is \(4Z^5J/32=Z^5J/8\), and the logarithm has the coefficient \(\tfrac8{32}-\tfrac48=-\tfrac14\). The terms \(T\), \(E_4\langle U\rangle\) and \(\langle\chi|R'|\chi\rangle\) are bounded by Lemma 9, so Lemma 6 has the same divergences with the opposite sign. ∎

### The limit

**Lemma 9.** \(T\), \(\langle U\rangle\), \(E_4\) and \(\langle\chi|R'|\chi\rangle\) converge to their point-nucleus values.

*Proof.* For \(r>1\), \(U\) and \(V'\) converge uniformly and \(\phi\), \(\phi'\) converge in norm, so those parts of \(T\) and \(\langle U\rangle\) converge and \(\chi\to\chi_0\) in norm. For \(r\le1\), Lemma 7 bounds \(r^2U^2\phi'^2\), \(r^2U\phi^2\) and \(r^4\chi^2\) by constants and gives pointwise convergence. Dominated convergence settles \(T\) and \(\langle U\rangle\) and gives \(\|r(\chi-\chi_0)\|\to0\) on \(r\le1\). Define \(\|b\|_{-1}=\sup|\langle b|f\rangle|/\|f\|_1\). Hardy's inequality then gives \(\|\chi-\chi_0\|_{-1}\to0\) and \(\|\chi_0\|_{-1}<\infty\), hence \(E_4=\langle\phi|\chi\rangle\) converges. Let \(A=H_0-E+|\phi\rangle\langle\phi|\). Acting on \(\phi\) and on its complement shows \(R'=|\phi\rangle\langle\phi|-A^{-1}\), so \(\langle\chi|R'|\chi\rangle=E_4^2-\langle\chi|A^{-1}|\chi\rangle\). The form \(A-A_0\) is bounded by \(o(1)\|f\|_1^2\), since \(\langle f|\delta V|f\rangle\le4\sup(r^2\delta V)\|\nabla f\|^2\le C\epsilon\|\nabla f\|^2\) and the energy and projector converge. So \(A\ge\tfrac c2\|\cdot\|_1^2\) for small \(\epsilon\), both inverses obey \(\|A^{-1}b\|_1\le C\|b\|_{-1}\), and \(A^{-1}-A_0^{-1}=A^{-1}(A_0-A)A_0^{-1}\) tends to zero between these norms. ∎

*Proof of part (c).* Now \(\phi=\phi_0\), \(\phi'=-Z\phi\), \(U=Z/r-Z^2/2\), and
\[ \langle r^s\rangle=4Z^3\int_0^\infty r^{s+2}e^{-2Zr}dr=\frac{\Gamma(s+3)}{2(2Z)^s}, \]
so \(\langle r^{-1}\rangle=Z\), \(\langle r^{-2}\rangle=2Z^2\). Then \(\langle U\rangle=Z^2/2\) and \(T=Z^2\langle U^2\rangle=Z^6(2-1+\tfrac14)=\tfrac54Z^6\). With \(V'=Z/r^2\),
\[ \frac\chi\phi=-\frac{Z^2}{2r^2}+\frac{Z^3}{2r}-\frac{Z^4}8+\frac{Z^2}{4r^2}=w-\frac{Z^4}8,\qquad w=\frac{Z^3}{2r}-\frac{Z^2}{4r^2}. \]
Since \(\langle w\rangle=\tfrac12Z^4-\tfrac12Z^4=0\), \(E_4=-Z^4/8\), as in (3), and \(Q\chi=w\phi\). Seek \(R'\chi=(f-\langle f\rangle)\phi\). The product rule gives \((E-H_0)f\phi=(\tfrac12f''+f'/r-Zf')\phi\). For \(f=-\tfrac12Z^2\ln r\) the bracket is \(Z^2/(4r^2)-Z^2/(2r^2)+Z^3/(2r)=w\). This \(f\phi\) has finite \(\|\cdot\|_1\), and \(r^2f'\to0\), so no source sits at the origin; the lower bound on \(A_0\) makes the solution unique. It is the order-\(t\) term of the factor \(r^{\gamma-1}\) of Lemma 1, as \(\gamma-1=-tZ^2/2+\dots\). Then \(\langle\chi|R'|\chi\rangle=\langle wf\rangle\), because \(\langle w\rangle=0\) and \(\langle f-\langle f\rangle\rangle=0\). Differentiating the moment formula in \(s\), with \(\Psi=\Gamma'/\Gamma\), gives \(\langle r^{-1}\ln r\rangle=Z[\Psi(2)-\ln2Z]\) and \(\langle r^{-2}\ln r\rangle=2Z^2[\Psi(1)-\ln2Z]\). So \(\langle w\ln r\rangle=\tfrac12Z^4[\Psi(2)-\Psi(1)]=\tfrac12Z^4\), by \(\Gamma(s+1)=s\Gamma(s)\), and \(\langle wf\rangle=-\tfrac14Z^6\). Part (a) gives
\[ E_6\to\left(\tfrac5{32}+\tfrac1{32}-\tfrac8{32}\right)Z^6=-\tfrac1{16}Z^6, \]
the coefficient in (3). ∎

### Worked example: hydrogen with a fixed nucleus

With \(\alpha=7.2973526\times10^{-3}\) and a hartree of 27.211386 eV, the unit \(\alpha^4\) hartree is 77.1635 neV. Two regulators are used. The Gaussian density \(\rho_1=\pi^{-3/2}e^{-x^2}\) has \(V=-Z\,\mathrm{erf}(r/\epsilon)/r\); two such densities convolve to one of width \(\sqrt2\epsilon\), whose potential at the centre gives \(J=\sqrt{2/\pi}/\epsilon\). The soft Coulomb potential \(V=-Z/\sqrt{r^2+\epsilon^2}\) has \(J=\epsilon^{-1}\int_0^\infty x^4(1+x^2)^{-3}dx=3\pi/(16\epsilon)\). The values of \(\epsilon\) are chosen regulator lengths. The entries come from radial finite elements of degree 12 on a geometrically graded mesh: \(\langle H_6\rangle\) from the three operators of (4) by quadrature, using \(p^2\phi=2U\phi\), and \(\langle H_4R'H_4\rangle\) from a linear solve for \(R'H_4\phi\) constrained orthogonal to \(\phi\). All energies include the factor \(\alpha^4\) and are in neV.

| regulator | ε (Å) | first order | second order | sum |
|---|---|---|---|---|
| Gaussian | 0.05 | 84.109 | −86.918 | −2.8091 |
| Gaussian | 0.005 | 863.586 | −868.321 | −4.7345 |
| Gaussian | 0.0005 | 8239.428 | −8244.249 | −4.8208 |
| Gaussian | 0.00005 | 81589.324 | −81594.147 | −4.8227 |
| soft | 0.05 | 51.893 | −53.609 | −1.7167 |
| soft | 0.005 | 633.983 | −638.516 | −4.5328 |
| soft | 0.0005 | 6092.386 | −6097.199 | −4.8132 |
| soft | 0.00005 | 60255.936 | −60260.759 | −4.8225 |

The \(t^2\) coefficient of the level of (2), solved on the same elements at nine values of \(t\) around zero and interpolated by a polynomial, is −2.8091 and −4.7345 neV for the Gaussian and −1.7167 and −4.5328 neV for the soft potential at the two larger \(\epsilon\).

For the Gaussian at 0.00005 Å, division by the Bohr radius 0.52917721 Å gives \(\epsilon=9.44863\times10^{-5}\), so \(J/8=1055.56\), \(-\tfrac14\ln\epsilon=2.317\), and \(1057.87\times77.1635\approx81629\) neV. The first-order term lies 39.84 neV below this, against 39.96 neV at 0.0005 Å. For the soft potential the offsets, from large to small \(\epsilon\), are 53.75, 57.27, 55.15 and 54.64 neV: not monotonic at first, and approaching a different constant, so the \(O(1)\) term of part (b) depends on the regulator. Between the two smallest \(\epsilon\) the Gaussian \(\langle U^3\rangle/8\) grows by \(292.342-203.563=88.78\) neV, where Lemma 8 predicts \(\tfrac12\ln10\times77.1635=88.84\) neV.

The point pieces are \(\tfrac5{32}\times77.1635=12.0568\), \(\tfrac1{32}\times77.1635=2.4114\) and \(-\tfrac14\times77.1635=-19.2909\) neV, with the sum
\[ \alpha^4E_6=-4.8227\times10^{-9}\ \text{eV}=-1.7723\times10^{-10}\ \text{hartree}. \]
The distance of the regulated sums from this value falls from 0.088 to 0.0019 neV (Gaussian) and from 0.290 to 0.0095 neV (soft) between 0.005 and 0.0005 Å, faster than linearly in \(\epsilon\). Lemma 9 proves no rate; a law \(\epsilon^2\) times powers of \(\ln\epsilon\) is a conjecture. For \(Z=3\), Gaussian, \(\epsilon=0.0001\) Å, the result is −3515.19 neV, and \(-3515.19/729=-4.8219\) neV. The lower terms for hydrogen are \(E=-13.605693\) eV and \(\alpha^2E_4=-1.811304\times10^{-4}\) eV. The closed energy \((\gamma-1)/t\) is −13.605874 eV and, evaluated in 50-digit arithmetic, differs from the three-term series by \(-1.605\times10^{-13}\) eV, the size of \(-\tfrac5{128}\alpha^2\times77.1635\) neV. These are levels of the Dirac equation with a fixed nucleus; they omit recoil, radiative and hyperfine terms and are not the measured level.

### Remarks on the range of the result

The two parts must share the regulator. The Gaussian first-order entry and the soft second-order entry at 0.00005 Å add to \(81589.324-60260.759=21328.565\) neV; the difference of their \(J/8\) supplies 21318.6 neV of this, and the finite terms supply the rest.

The condition \(\alpha^2|V(0)|=2\) is met for hydrogen at \(\epsilon=1.59\times10^{-5}\) Å (Gaussian) and \(1.41\times10^{-5}\) Å (soft). Below these lengths the kinetic factor has no convergent series at the physical \(\alpha\) near the origin, although \(E_6(\epsilon)\) remains defined as a Taylor coefficient.

Part (a) used a real, nondegenerate s-wave eigenfunction and holds for excited s levels too; Lemmas 7 to 9 were proved for the ground state. For \(l>0\) the spin–orbit part of \(D\) contributes and Lemmas 5 and 6 do not apply as written. At the next order the kinetic factor supplies \(-\tfrac1{16}\int U^3(\nabla\phi)^2d^3r\), which diverges logarithmically for a point nucleus, so the termwise finiteness found in part (a) does not extend beyond \(\alpha^4\).

Numerical values quoted here were computed with a short program.
